\section*{Why a hot gauge reads high on a cooler precursor cell}

\section{The error if the two pressures are taken as equal}

A precursor cell at 350 K is connected by a narrow tube to a diaphragm gauge heated to 420 K, so that vapour does not condense in it. The valves are shut, the reading is steady, and no net gas flows through the tube. It is tempting to conclude that the pressures at the two ends are equal. If the gas is so thin that molecules meet walls far more often than each other, this is wrong. In the limit of no collisions between molecules, and with walls that scatter diffusely, 0.1000 mTorr in the cell makes the gauge read 0.1095 mTorr. Anyone who takes the reading for the vapour pressure of the precursor overstates it by 9.5 percent of its true value, although the gauge correctly measures the pressure at its own diaphragm.

The reason is that zero net flow equalizes the rates at which molecules enter the tube, weighted by their chance of crossing it. It does not equalize pressure, which also counts the momentum each molecule carries.

Let index 1 denote the cell and index 2 the gauge. Each vessel holds a Maxwellian gas at its wall temperature, and the tube openings are small enough not to disturb it. The molecular mass is $m$, the number density $n$, and Boltzmann's constant $k$. The gauge neither consumes nor releases gas until outgassing is considered below.

\section{First contribution: the arrival rate}

One velocity component has the distribution $f(v_x)=\sqrt{m/(2\pi kT)}\,e^{-mv_x^2/(2kT)}$. The number of molecules striking unit area per unit time is
\begin{align}
J&=n\int_0^\infty v_x f(v_x)\,dv_x
=n\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
=n\sqrt{\frac{kT}{2\pi m}} .
\end{align}
Since the mean speed is $\bar v=\sqrt{8kT/(\pi m)}$, this equals $n\bar v/4$.

Each arrival brings normal momentum $mv_x$. The arriving stream therefore contributes
\begin{equation}
mn\int_0^\infty v_x^2 f(v_x)\,dv_x=\frac{mn}{2}\,\frac{kT}{m}=\frac{nkT}{2},
\end{equation}
because the integral is half the full second moment $kT/m$. The departing stream contributes the same, so $p=nkT$. Eliminating $n$ gives
\begin{equation}
J=\frac{p}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\label{eq:J}
\end{equation}
At a given pressure, hotter gas sends fewer molecules into an opening: each carries more momentum, so fewer are needed to make up the pressure.

Take a molar mass of 640 g/mol. At 0.1000 mTorr the cell sends $7.422\times10^{15}$ molecules per cm$^2$ per second into its end of the tube. A gauge at the same pressure would send only $6.775\times10^{15}$, smaller by the factor $\sqrt{350/420}=0.9129$. Equal pressures are thus not a steady state: gas drifts from the cold cell into the hot gauge.

\section{Second contribution: the passage through the tube}

Let $W_{12}$ be the chance that a molecule entering from vessel 1 emerges in vessel 2, and $W_{21}$ the reverse. The end areas are $A_1$ and $A_2$. Assume first that the walls scatter diffusely: a molecule leaves in a direction drawn from the cosine law, whatever its earlier direction or speed. Its path is then a matter of geometry. A hot wall changes how fast the path is travelled, but not where it leads.

This permits a short proof of reciprocity. Put both vessels and the tube at one temperature and one pressure. The system is in equilibrium, so there is no net flow, and both ends have the same $J$. Hence
\begin{equation}
A_1W_{12}=A_2W_{21}.
\label{eq:rec}
\end{equation}
Because the $W$'s do not depend on temperature, the relation still holds when the vessels and the wall have different temperatures.

A tapered tube is a case where equality is not obvious. Ray tracing was done with end radii in the ratio 1 to 1.6, a length of 4 small-end radii, and 300\,000 molecules from each end. The crossing chances were 0.6006 from the small end and 0.2353 from the large end. Multiplied by the areas, they agree: $A_1W_{12}/(A_2W_{21})=0.9969$, with a sampling error of about 0.004.

\section{The balance}

Zero net flow means $A_1W_{12}J_1=A_2W_{21}J_2$. By (\ref{eq:rec}) the geometrical factors cancel, leaving $J_1=J_2$. With (\ref{eq:J}),
\begin{equation}
\frac{p_1}{\sqrt{T_1}}=\frac{p_2}{\sqrt{T_2}},
\qquad
\frac{p_2}{p_1}=\sqrt{\frac{T_2}{T_1}} .
\label{eq:main}
\end{equation}
The example gives
\begin{equation}
\frac{p_2}{p_1}=\sqrt{\frac{420}{350}}=\sqrt{1.2}=1.0954 .
\end{equation}
To recover the cell pressure, multiply the reading by $1/1.0954=0.9129$. If the temperatures are equal, the correction vanishes; if the gauge is the colder vessel, it reads low.

The densities go the other way. From $n=p/(kT)$,
\begin{equation}
\frac{n_2}{n_1}=\frac{p_2}{p_1}\frac{T_1}{T_2}=\sqrt{\frac{T_1}{T_2}}=0.9129 .
\end{equation}
The gauge holds thinner gas at higher pressure. Its molecules are fewer but faster, with a mean speed of 117.9 m/s against 107.6 m/s in the cell, and the product $n\bar v$ is the same.

What prevents the higher pressure from pushing gas back? Consider a long tube of uniform area $A$ whose wall at each end has the temperature of the adjoining vessel. To leading order in radius over length, momentum enters the gas in the tube at the rate $p_1A$ from the cell end and $-p_2A$ from the gauge end, counted positive towards the gauge. In steady state the wall must supply the remaining force,
\begin{equation}
F_{\rm wall}=(p_2-p_1)A ,
\end{equation}
directed towards the hot end. The wall can exert a force along the tube, so mechanical balance does not require equal pressures.

\section{A long tube, followed point by point}

The same law can be found inside the tube, with a wall temperature that varies along it. This also gives the crossing chance and prepares the weighing of other wall laws.

Let the tube have radius $R$ and length $L\gg R$, and let its wall emit $J(z)$ molecules per unit area and time. Under the cosine law, a cross-section at $z$ receives, from a direction at angle $\theta$ to the axis, the rate $(J/\pi)\cos\theta\,d\Omega$ per unit area. Here $J$ is taken at the point of emission, $z-s\cos\theta$, where $s$ is the distance back to the wall. Expand $J(z-s\cos\theta)\simeq J-J's\cos\theta$. The constant term cancels between opposite directions. With $s=\ell/\sin\theta$, where $\ell$ is the distance projected on the cross-section, the net flow is
\begin{align}
\dot N&=-\frac{J'}{\pi}\int dA\int_0^{2\pi}d\phi\int_0^\pi \sin\theta\,d\theta\,
\frac{\ell}{\sin\theta}\cos^2\theta \nonumber\\
&=-\frac{J'}{2}\int dA\int_0^{2\pi}\ell\,d\phi .
\end{align}
For fixed $\phi$, divide the disc into parallel chords at distance $b$ from the centre, of length $2\sqrt{R^2-b^2}$. Along one chord, $\int\ell\,d\ell$ is half the squared length, so
\begin{equation}
\int \ell\,dA=\int_{-R}^{R}2(R^2-b^2)\,db=\frac{8R^3}{3}.
\end{equation}
The angle $\phi$ supplies a factor $2\pi$, and therefore
\begin{equation}
\dot N=-\frac{8\pi R^3}{3}J'=-A\,\frac{8R}{3}\,\frac{dJ}{dz}.
\label{eq:long}
\end{equation}
Zero flow requires $J'=0$. If the wall temperature changes little over a distance of one radius, $p/\sqrt T$ is therefore uniform along the tube. Near a sharp temperature step it is not, because the gas there mixes molecules from both sides, but $J$ is still uniform and the ratio between the two vessels is unchanged.

If gas enters at one end only, constant flow makes $J$ fall linearly from $J_1$ to zero, and $W=\dot N/(AJ_1)=8R/(3L)$. For a bore of 4 mm and a length of 200 mm this is $8\times2/(3\times200)=0.0267$. Ray tracing of that tube with 100\,000 molecules gives 0.0261, with a sampling error of about 2 percent. The formula neglects the ends of the tube. Clausing's integral equation, which includes them, gives 0.0253, about 5 percent below $8R/(3L)$; the traced value lies 3 percent above it, within two sampling errors.

\section{How the gauge reaches its reading}

The tube's resistance cancels from the final ratio but sets the waiting time. Let the gauge volume be $V$, hold the cell pressure constant, and neglect changes in the amount of gas stored in the tube. Counting molecules gives
\begin{equation}
V\frac{dn_2}{dt}=WA\left(J_1-\frac{n_2\bar v_2}{4}\right).
\end{equation}
The bracket vanishes at $n_2^*=4J_1/\bar v_2$, so
\begin{equation}
\frac{d(n_2-n_2^*)}{dt}=-\frac{n_2-n_2^*}{\tau},\qquad
\tau=\frac{4V}{WA\bar v_2}.
\end{equation}
With the traced $W$, the conductance $WA\bar v_2/4$ is 9.67 cm$^3$/s, uncertain by a few percent because of the sampling error in $W$. For $V=10$ cm$^3$, $\tau=10/9.67=1.03$ s; with $W=0.0253$ these become 9.4 cm$^3$/s and 1.07 s. The tube itself holds 2.5 cm$^3$, which must also be filled, so the time is somewhat longer, about 1.2 s in this model. The model leaves out the time that molecules spend stuck to the walls. For a heavy precursor this can lengthen the wait greatly, so in practice one must watch the reading until it is steady. A longer tube delays the reading without changing its final value in this model.

\section{Weighing the wall: does scattering depend on speed?}

Suppose that a fraction $\alpha$ of wall hits is diffuse and the rest is specular. A specular hit preserves speed, axial velocity and, in a circular section, chord length. Tracing a molecule back from a random point on a chord of length $a$, the first stretch averages $a/2$. Each specular hit adds $a$, and the mean number of such hits before a diffuse one is $\sum_{j\ge1}(1-\alpha)^j=(1-\alpha)/\alpha$. The mean path is
\begin{equation}
\frac a2+a\,\frac{1-\alpha}{\alpha}=\frac a2\,\frac{2-\alpha}{\alpha}.
\end{equation}
The flow at each speed is therefore multiplied by $g=(2-\alpha)/\alpha$. At $\alpha=0.8$ this is 1.500; tracing the mean path numerically gives 1.506. If $\alpha$ depends on speed, equilibrium requires the diffuse emission at each speed to carry the factor $\alpha$. The weights $\alpha(1-\alpha)^j$ for $j$ specular hits since the last diffuse one still add up to 1, so the same $g$ applies speed by speed.

Now apply (\ref{eq:long}) to one speed $v$ at a time. Diffuse emission at that speed is proportional to $v^3nT^{-3/2}e^{-mv^2/(2kT)}$, and $n\propto p/T$. With $c^2=mv^2/(2kT)$, its logarithmic gradient is
\begin{equation}
\frac{p'}{p}+\left(c^2-\frac52\right)\frac{T'}{T}.
\end{equation}
The total flow is the average of this over $c$ with weight $g\,c^3e^{-c^2}$. Setting it to zero defines the exponent
\begin{equation}
\gamma\equiv\frac{d\ln p}{d\ln T}=\frac52-\langle c^2\rangle .
\end{equation}
For constant $g$,
\begin{equation}
\langle c^2\rangle=\frac{\int_0^\infty c^5e^{-c^2}dc}{\int_0^\infty c^3e^{-c^2}dc}=\frac{1}{1/2}=2,
\end{equation}
and $\gamma=1/2$, which is (\ref{eq:main}) again. A constant specular fraction does no harm.

With $\gamma=1/2$ the gradient at speed $c$ is $(c^2-2)T'/T$. Fast molecules with $c^2>2$ have a net flow from hot to cold, and slower ones from cold to hot. The particle flows cancel in total, not speed by speed. If fast molecules are reflected specularly more often, their flow towards the cell is favoured, and a smaller excess pressure suffices.

As an illustration, take $\alpha=1-0.2\,c^2/(1+c^2)$, which falls from 1.00 at $c=0$ to 0.90 at $c=1$ and 0.84 at $c=2$. Then $\gamma=0.4147$, and the gauge reads high by $1.2^{0.4147}-1=7.85$ percent instead of 9.54 percent. A thin gas alone does not guarantee the square root; the wall law matters too.

\section{Weighing collisions between molecules}

Collisions are described here by the BGK model, in which the distribution relaxes at rate $\nu$ to a local Maxwellian. In a shear flow $u_z(x)$ the first correction to the Maxwellian $f_0$ is $-(v_x/\nu)(mv_z/kT)u_z'f_0$. Its shear stress is $-(m^2n/\nu kT)(kT/m)^2u_z'=-(p/\nu)u_z'$, so the viscosity is $\mu=p/\nu$.

Measure lengths in $R$ and velocities in $v_0=\sqrt{2kT/m}$, and write $f=f_0(1+h)$. Let $X_P=R\,p'/p$, $X_T=R\,T'/T$ and $\delta=\nu R/v_0=pR/(\mu v_0)$. To first order in the gradients,
\begin{equation}
\mathbf c_\perp\!\cdot\nabla h+\delta h=2\delta c_zu-c_z\left[X_P+X_T\left(c^2-\tfrac52\right)\right],
\end{equation}
where $u$ is the local axial flow velocity. Diffuse walls require $h=0$ for departing molecules. Multiply by $c_ze^{-c_z^2}/\sqrt\pi$ and integrate over $c_z$. The second and fourth moments are $1/2$ and $3/4$, so $\varphi=\pi^{-1/2}\int c_zh\,e^{-c_z^2}dc_z$ obeys
\begin{align}
\mathbf c_\perp\!\cdot\nabla\varphi+\delta\varphi&=\delta u-\tfrac12\left[X_P+X_T(c_\perp^2-1)\right],\\
u&=\frac1\pi\int\varphi\,e^{-c_\perp^2}\,d^2c_\perp .
\end{align}
The equation is linear, so $u=X_Pu_P+X_Tu_T$. Zero total flow gives
\begin{equation}
\gamma=\frac{X_P}{X_T}=-\frac{\int_0^1u_T\,r\,dr}{\int_0^1u_P\,r\,dr}.
\end{equation}

The numerical solution gives $\gamma=0.5000$ when collisions are practically absent. In dense gas, Poiseuille's mean velocity $-R^2p'/(8\mu)$ becomes $-\delta X_P/8$ in these units, so the reduced flow $-4\int_0^1u_P\,r\,dr$ should grow as $\delta/4$. Between $\delta=10$ and 20 the computed slope is 0.2478.

For the example, take hard spheres of diameter $d=1.0$ nm at the mean temperature of 385 K, with the standard leading-order viscosity $\mu=5\sqrt{\pi mkT}/(16\pi d^2)$. The mean free path $kT/(\sqrt2\,\pi d^2p)$ is 89.7 mm, or 22.4 bores. With $\gamma$ evaluated at the cell pressure and this mean temperature, and held constant along the tube, the excess reading is $1.2^\gamma-1$:
\begin{center}
\begin{tabular}{rrrr}
cell pressure (mTorr) & $\delta$ & $\gamma$ & reads high by (\%)\\
0.1 & 0.020 & 0.476 & 9.07\\
1 & 0.20 & 0.383 & 7.23\\
10 & 2.0 & 0.136 & 2.52\\
100 & 20 & 0.006 & 0.11
\end{tabular}
\end{center}
The higher pressures stand for a more volatile precursor of the same molecular size. The BGK model has a single relaxation rate. Matched to the viscosity, it conducts heat a third less than a monatomic gas does, so it also understates the flow driven by the temperature gradient, by roughly a quarter to a third in the two denser rows. The later digits of the table belong to the model, not to a real gas. Even at a mean free path of 22 bores, collisions lower the excess from 9.5 to about 9.1 percent in this model, which treats the tube as very long. Here the mean free path is nearly half the tube length, so this somewhat overstates the effect: a rough estimate that cuts the paths at the tube ends gives a reduction of about 0.4 percentage points instead of 0.5. At 100 mTorr the familiar rule of equal pressures is nearly restored. Two changes contribute. The reduced flow driven by a given relative pressure gradient grows from $8/(3\sqrt\pi)=1.50$ without collisions to somewhat more than $\delta/4=5$, about fourfold. But $\gamma$ falls about eightyfold in this model, so most of the fall comes from the weakening of the flow driven by the temperature gradient.

\section{Weighing outgassing}

Let the warm gauge release water vapour at a rough $10^{-10}$ Torr L/(s\,cm$^2$) from 30 cm$^2$, a total of $3\times10^{-9}$ Torr L/s. Without collisions water moves independently of the precursor. Its conductance is larger by the ratio of mean speeds, $\sqrt{640/18}=5.96$, which gives about 58 cm$^3$/s, or 0.058 L/s. If the water that reaches the cell is removed there, the added pressure is
\begin{equation}
\frac{3\times10^{-9}}{0.058}\ \text{Torr}=5.2\times10^{-5}\ \text{mTorr},
\end{equation}
or 0.05 percent of the cell pressure. It is proportional to the assumed rate, so a gauge that outgasses a hundred times faster would add about 5 percent. With the valves shut and nothing to remove the water, it also accumulates in both vessels. In a total volume of 1 L the pressure would rise by $3\times10^{-9}$ Torr/s, or about 0.011 mTorr in an hour, which is 11 percent of the cell pressure. The reading should therefore be taken as soon as it is steady.

\section{The balance of effects in a real delivery line}

The molar mass, molecular diameter and pressure of the example are rough values chosen to represent a heavy precursor of low volatility. Delivery lines that run at much higher pressure, or with enough carrier gas to make collisions frequent, lie outside the free-molecular limit, and the factor 0.9129 should not be applied to them. Relative to the cell pressure, the ideal excess is 9.54 percent. Collisions remove about 0.4 to 0.5 percentage points, and the assumed outgassing adds about 0.05 if the water is removed at the cell, but more if it accumulates behind shut valves. The illustrative wall law removes 1.7, but the true wall law of a tube coated with precursor is not known here, so that figure shows sensitivity and is not a prediction. Decomposition of the precursor in the hot gauge would break the assumption of zero net flow for each species, and its size depends on chemistry that this model does not contain. The square-root correction is justified when the mean free path far exceeds the bore, wall scattering does not favour particular speeds, and gas release in the gauge is small compared with the conductance times the pressure error one can accept, with no build-up of the released gas. The computed values are collected in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
cell temperature: 350 K; gauge: 420 K
molar mass (rough): 640 g/mol
collision diameter (rough): 1.0 nm
tube bore: 4.0 mm; length: 200 mm
gauge volume: 10 cm3
cell pressure: 0.1000 mTorr
gauge pressure, free-molecular: 0.1095 mTorr
pressure ratio gauge/cell: 1.0954
gauge reads high by: 9.54 percent
factor from reading to cell pressure: 0.9129
density ratio gauge/cell: 0.9129
mean speed in cell: 107.6 m/s
mean speed in gauge: 117.9 m/s
arrival rate, cell end: 7.4220e+15 per cm2 s
arrival rate, gauge end, balanced: 7.4220e+15 per cm2 s
same at equal pressures: 6.7754e+15 per cm2 s
tapered tube, W from small end: 0.6006
tapered tube, W from large end: 0.2353
tapered tube, area ratio large/small: 2.56
tapered tube, A1 W12 / (A2 W21): 0.9969
tapered tube, traced pressure ratio: 1.0920
example tube, W traced: 0.0261
example tube, W = 8R/(3L): 0.0267
conductance at gauge end: 9.67 cm3/s
settling time constant: 1.03 s
mean free path at 385 K: 89.7 mm
mean free path / bore: 22.4
kinetic equation, gamma without collisions: 0.5000
dense-gas flow slope (Poiseuille 0.25): 0.2478
with collisions (BGK, long tube, diffuse walls):
 0.1 mTorr: delta 0.0201, gamma 0.4764, high by 9.07 percent
 1.0 mTorr: delta 0.2012, gamma 0.3827, high by 7.23 percent
 10.0 mTorr: delta 2.0119, gamma 0.1363, high by 2.52 percent
 100.0 mTorr: delta 20.1187, gamma 0.0059, high by 0.11 percent
path gain at alpha 0.8, traced: 1.506
path gain at alpha 0.8, (2-alpha)/alpha: 1.500
gamma, constant alpha 0.8: 0.5000
varying alpha at c = 0, 1, 2: 1.00, 0.90, 0.84
gamma, varying alpha: 0.4147
reading high by, varying alpha: 7.85 percent
outgassing (rough): 1e-10 Torr L/(s cm2)
outgassing area (rough): 30 cm2
outgassing bias: 5.20e-05 mTorr
outgassing bias / cell pressure: 0.052 percent
\end{verbatim}
